# Steady Solute Pile-up Ahead of a Planar Solid-Phase Regrowth Front

A simulation of solid-phase regrowth needs a mesh ahead of the moving crystal front, and a choice has to be made before it runs: how fine must the mesh be, and may the calculation start from a steady solute profile instead of following the whole anneal? Once solute has piled up at the front, the first answer depends on the length $D/v$, with $D$ the solute diffusivity and $v$ the front speed. The second depends, for a strongly rejected solute, on a longer length, $D/(kv)$, where $k\ll1$ is the ratio of the solute concentrations on the crystal and amorphous sides of the front. Both follow from Fick's law and solute conservation, the second with the added assumption that $k$ is constant.

## 1. The simple case: a profile that no longer changes

A planar crystal front moves at constant speed $v>0$ into an amorphous solid, initially with uniform solute concentration $C_0$. The amorphous side extends far ahead, and the solute diffuses there with constant diffusivity $D$. Both phases have the same atomic density, so the transformation moves no material. Drift, trapping and precipitation are left out.

Let $x$ be the fixed coordinate and $z=x-vt$ the distance ahead of the front. At fixed $x$, $z$ falls at the rate $v$, so

$$\left.\frac{\partial C}{\partial t}\right|_x=\left.\frac{\partial C}{\partial t}\right|_z-v\frac{\partial C}{\partial z}.$$

Fick's law sets the left side equal to $D\,\partial^2C/\partial z^2$. Hence, in the frame of the front,

$$\frac{\partial C}{\partial t}=D\frac{\partial^2 C}{\partial z^2}+v\frac{\partial C}{\partial z}.\tag{1}$$

At the front the amorphous side holds $C_L$ and the new crystal $C_S$. In a time $dt$ a layer of thickness $v\,dt$ crystallizes and gives up $v(C_L-C_S)\,dt$ per unit area. With no diffusion in the crystal, this solute must leave forwards:

$$-D\left.\frac{\partial C}{\partial z}\right|_{0}=v(C_L-C_S).\tag{2}$$

In a steady state the left side of (1) vanishes, and one integration gives $DC'+vC=\text{constant}$. Far ahead $C'\to0$ and $C\to C_0$, so the constant is $vC_0$. Therefore

$$D\frac{d(C-C_0)}{dz}=-v(C-C_0),\qquad C-C_0=B\,e^{-vz/D}.\tag{3}$$

The decay length is $L=D/v$, whatever the law of uptake at the front. Diffusion spreads the excess forwards while the front catches up with it, and the two balance over this length.

For the amplitude, evaluate (3) at the front: $DC'(0)=-v(C_L-C_0)$. Equation (2) says $DC'(0)=-v(C_L-C_S)$. Hence $C_S=C_0$: the steady crystal takes in as much solute as the front meets. With a constant partition coefficient, $C_S=kC_L$ and $0<k<1$, this gives $C_L=C_0/k$, so $B=C_0/k-C_0$ and

$$C(z)=C_0+C_0\frac{1-k}{k}\,e^{-vz/D}.\tag{4}$$

**Limits.** For $k\to1$ nothing is rejected and the pile-up vanishes. For $k\to0$ the amplitude diverges, a warning that the steady state may not exist there.

**Crystal diffusion.** Suppose the solute also diffuses in the crystal, with diffusivity $D_c$. For $z<0$ the steady equation $D_cC''+vC'=0$ has the solutions $1$ and $e^{-vz/D_c}$. The second grows without bound as $z\to-\infty$, so it is absent in a crystal of unlimited length. The steady crystal is uniform, carries no diffusive flux, and leaves (4) unchanged.

The excess stored ahead of the front, per unit area, is

$$Q=\int_0^\infty (C-C_0)\,dz=C_0\frac{1-k}{k}\frac{D}{v}.\tag{5}$$

This solute was withheld from the crystal grown earlier. A steady state therefore needs a history.

## 2. The general case: does the profile develop?

Start at $t=0$ with $C=C_0$ throughout the amorphous side. Measure length in $D/v$ and time in $D/v^2$:

$$\zeta=\frac{vz}{D},\qquad \tau=\frac{v^2t}{D},\qquad C=C_0(1+u).$$

Every term of (1) then carries the factor $C_0v^2/D$, and every term of (2) the factor $C_0v$. Dividing these out,

$$u_\tau=u_{\zeta\zeta}+u_\zeta,\qquad -u_\zeta(0,\tau)=(1-k)[1+u(0,\tau)],\qquad u(\zeta,0)=0.\tag{6}$$

Let $U(\zeta,s)$ be the Laplace transform of $u$ in $\tau$. As $u$ starts from zero, $sU=U''+U'$. The trial $U=Ae^{-m\zeta}$ requires $m^2-m-s=0$. For $s>0$ one root is negative and would grow with $\zeta$; the other is

$$m=\tfrac12\left(1+\sqrt{1+4s}\right).$$

The transform of 1 is $1/s$, so the front condition reads $mA=(1-k)(1/s+A)$, or

$$A=\frac{1-k}{s\,(m-1+k)}.\tag{7}$$

**Test on the stored dose.** In units of $C_0D/v$, the solute missing from the crystal is $\int_0^\infty[1-k(1+u_0)]\,d\tau$, with $u_0=u(0,\tau)$. It is the limit $s\to0$ of

$$\frac{1-k}{s}-kA=\frac{(1-k)(m-1)}{s(m-1+k)}=\frac{1-k}{m(m-1+k)},$$

where $s=m(m-1)$ was used. Since $m\to1$, the limit is $(1-k)/k$, in agreement with (5).

### Inverting the transform

Put $q=\sqrt{s+1/4}$. Then $m=q+\tfrac12$ and $s=(q-\tfrac12)(q+\tfrac12)$, and partial fractions give

$$U=e^{-\zeta/2}e^{-q\zeta}\left[\frac{(1-k)/k}{q-\frac12}+\frac{1}{q+\frac12}-\frac{1/k}{q-\frac12+k}\right].\tag{8}$$

Each term has the form $e^{-q\zeta}/(q+a)$. To invert it, take $p=s+\tfrac14=q^2$ as the transform variable; the shift supplies a factor $e^{-\tau/4}$ at the end. The function

$$g(w,\tau)=\frac{e^{-w^2/4\tau}}{\sqrt{\pi\tau}}$$

solves $g_\tau=g_{ww}$ from a point source of strength 2 at $w=0$. Its transform $G$ obeys $pG-2\delta(w)=G''$, so $G=e^{-q|w|}/q$. Differentiating for $w>0$ shows that $e^{-qw}$ is the transform of $-\partial g/\partial w$. Next write

$$\frac{e^{-q\zeta}}{q+a}=\int_0^\infty e^{-ay}e^{-q(\zeta+y)}\,dy,$$

which converges because $q>\tfrac12$ for $s>0$ and each $a$ in (8) is at least $-\tfrac12$. Replace $e^{-q(\zeta+y)}$ by its inverse and integrate by parts:

$$g(\zeta,\tau)-a\int_0^\infty e^{-ay}g(\zeta+y,\tau)\,dy.$$

With $w=\zeta+y$, the exponent is completed to a square,

$$-aw-\frac{w^2}{4\tau}=a^2\tau-\frac{(w+2a\tau)^2}{4\tau},$$

and the inverse becomes

$$g(\zeta,\tau)-a\,e^{a\zeta+a^2\tau}\,\mathrm{erfc}\!\left(\frac{\zeta+2a\tau}{2\sqrt\tau}\right).\tag{9}$$

The three coefficients in (8) add to $(1-k)/k+1-1/k=0$, so the $g$ terms cancel. Inserting $a=-\tfrac12,\ \tfrac12,\ k-\tfrac12$ and the factor $e^{-\zeta/2-\tau/4}$, with $(k-\tfrac12)^2-\tfrac14=-k(1-k)$,

$$\begin{aligned}u={}&\frac{1-k}{2k}e^{-\zeta}\,\mathrm{erfc}\!\left(\frac{\zeta-\tau}{2\sqrt\tau}\right)-\frac12\,\mathrm{erfc}\!\left(\frac{\zeta+\tau}{2\sqrt\tau}\right)\\&+\frac{2k-1}{2k}e^{-(1-k)\zeta-k(1-k)\tau}\,\mathrm{erfc}\!\left(\frac{\zeta+(2k-1)\tau}{2\sqrt\tau}\right).\end{aligned}\tag{10}$$

**Late-time limit.** Hold $\zeta$ fixed and let $\tau\to\infty$. The first erfc tends to 2 and the second to 0. The third term vanishes through its exponential factor. What remains is $u=[(1-k)/k]e^{-\zeta}$, which is (4). The steady profile therefore develops from the uniform start for every $0<k<1$.

## 3. How much regrowth does it take?

At $\zeta=0$ write $X=\sqrt\tau/2$ and $E=\mathrm{erf}\,X$. Then $\mathrm{erfc}(-X)=1+E$ and $\mathrm{erfc}\,X=1-E$. Adding 1 to (10), the terms without the slow exponential combine as

$$1+\frac{(1-k)(1+E)}{2k}-\frac{1-E}{2}=\frac{1+E}{2k},$$

so that

$$\frac{C_L}{C_0}=\frac{1}{2k}\left\{1+E+(2k-1)e^{-k(1-k)\tau}\,\mathrm{erfc}[(2k-1)X]\right\}.\tag{11}$$

**Limits.** At $\tau=0$ the braces hold $1+(2k-1)=2k$, so $C_L=C_0$. At $k=1$ they hold $1+E+(1-E)=2$, and $C_L=C_0$ at all times.

For $k<\tfrac12$ the last erfc tends to 2, and the shortfall at late times is

$$\frac1k-\frac{C_L}{C_0}\simeq\frac{1-2k}{k}\,e^{-k(1-k)\tau}.\tag{12}$$

It falls by a factor $e$ for every depth $D/[k(1-k)v]$ regrown, which for small $k$ is about $D/(kv)$.

For $k>\tfrac12$ use $\mathrm{erfc}\,y\simeq e^{-y^2}(1-1/2y^2)/(y\sqrt\pi)$. Both parts of the shortfall then carry $e^{-\tau/4}$, because $k(1-k)+(2k-1)^2/4=\tfrac14$. Their leading terms cancel, and the next ones leave a decay as $\tau^{-3/2}e^{-\tau/4}$. At $k=\tfrac12$ the shortfall is $\mathrm{erfc}\,X$, which goes as $\tau^{-1/2}e^{-\tau/4}$.

Near the front, the shape settles sooner than the amplitude when $k$ is small. Define a local decay length at the front as the excess divided by minus its slope. The front condition in (6) gives

$$\ell=\frac{D}{v}\,\frac{u_0}{(1-k)(1+u_0)}.\tag{13}$$

In the steady state $u_0=(1-k)/k$ and $1+u_0=1/k$, so $\ell=D/v$. For small $k$, $\ell$ is already close to $D/v$ once $u_0\gg1$, even if $u_0$ is far below its final value. Several decay lengths ahead of the front, the profile takes longer to become exponential.

## 4. The limit of no uptake

Let $k\to0$ in (11). The braces vanish at $k=0$, since $1+E-\mathrm{erfc}(-X)=0$, so their first derivative in $k$ is needed. The factor $2k-1$ contributes $2(1+E)$, the exponential $\tau(1+E)$, and the erfc $(4X/\sqrt\pi)e^{-X^2}=2\sqrt{\tau/\pi}\,e^{-\tau/4}$. Dividing by 2,

$$\frac{C_L}{C_0}=\left(1+\frac\tau2\right)(1+E)+\sqrt{\frac\tau\pi}\,e^{-\tau/4}\;\longrightarrow\;2+\tau.\tag{14}$$

The concentration grows in proportion to time at late times, and no steady state exists. Conservation explains the slope: the solute first present in the regrown layer, $C_0vt$ per unit area, is now all ahead of the front, and holding it in an exponential of length $D/v$ needs an excess $C_0v^2t/D=C_0\tau$ at the front. With an unlimited uniform supply ahead of the front, some uptake, $k>0$, is thus a condition for the steady pile-up. A finite dose $N$ per unit area behaves the other way round: for $k=0$, once the front has collected it, the profile settles to $(Nv/D)\,e^{-vz/D}$, while for $k>0$ the pile-up drains into the crystal and decays.

## 5. Numbers for a silicon film

Take an amorphous silicon film 1000 nm thick on crystalline silicon at 873 K, with a gold-like metal impurity. Rough values are $v=1$ nm/s and $D=2\times10^{-13}$ cm²/s, which is 20 nm²/s. Choose $C_0=10^{18}$ cm⁻³ and $k=0.1$. Then

$$L=\frac{20\ \text{nm}^2/\text{s}}{1\ \text{nm/s}}=20\ \text{nm},\qquad \frac{D}{v^2}=20\ \text{s},\qquad \frac{C_0}{k}=10^{19}\ \text{cm}^{-3}.$$

At $z=20$ nm the steady concentration is $10^{18}(1+9/e)=4.3\times10^{18}$ cm⁻³. The stored excess is $10^{18}\times9\times(20\times10^{-7}\ \text{cm})=1.8\times10^{13}$ cm⁻².

Equations (11) and (13) give the approach:

| Depth regrown (nm) | $C_L/C_0$ | $\ell$ (nm) |
|---|---|---|
| 20 | 2.38 | 12.9 |
| 100 | 4.85 | 17.6 |
| 200 | 6.74 | 18.9 |
| 400 | 8.68 | 19.7 |
| 800 | 9.78 | 20.0 |

After 100 nm the local length is within 12 % of $D/v$, while the front concentration is less than half its final value. The shortfall drops by a factor $e$ per $20/(0.1\times0.9)=222$ nm, and after 800 nm it is 2.2 % of the steady value.

With $k=0.01$ and all else fixed, the depth scale $D/(kv)$ is 2000 nm, twice the film thickness. After 800 nm, $C_L/C_0$ is 34 instead of the steady 100, yet $\ell=19.6$ nm. At this depth a mesh based on $D/v$ is still right, while the steady amplitude would be wrong by a factor of three, and by more at smaller depths. A calculation that follows the anneal from the uniform start also needs finer cells at first: the pile-up is then only about $\sqrt{Dt}$ thick, some 4 nm after 1 nm of regrowth.

### Surface and substrate

Two omissions need a numerical solution. I divided the solid into cells that move with the front, balanced the solute in each, and advanced the balance with implicit time steps.

The first run ends the film at a reflecting surface. Compared with (11) at the same time, $C_L$ is higher by only about 0.01 % with 100 nm still to regrow; it is higher by 1.6 % at 50 nm and by 34 % at 20 nm. The steady profile fails when the remaining film is only one or two decay lengths thick, because the excess has no room to spread.

The second lets solute diffuse in the crystal, including an initially solute-free substrate. After 800 nm, $C_L$ is lower by 0.8 % for $D_c=D$ and by 12 % for $D_c=10D$, relative to $D_c=0$. The loss keeps growing with $D_c$: with an unlimited substrate it is about half for $D_c=100D$, so (11) does not hold for a solute that diffuses much faster in the crystal at this $k$. During the transient the newest crystal is the richest, so solute leaks backwards and the pile-up builds more slowly. For $D_c=D$, $C_L/C_0$ reaches 9.998 after 2000 nm in a thicker film, in line with the unchanged steady state of Section 1.

### The real case

A regrowth speed near 1 nm/s is a reasonable rough value for undoped amorphous silicon on a (100) crystal at this temperature; on (111) regrowth is much slower, which lengthens $D/v$. The impurity diffusivity is much less certain, and $L$ scales with it directly. The value $k=0.1$ is a choice; strongly rejected metals can have a much smaller one. A film of 1000 nm is thick for a layer made amorphous by implantation. In a 200 nm layer the semi-infinite formula reaches only $6.7\,C_0$, not $10\,C_0$, and a reflecting surface raises the front concentration above the formula over the last tens of nanometres. An implanted impurity is also not uniform at the start, so (11) then serves as a scale, not a prediction.

Temperature matters through both rates. With rough activation energies of 2.7 eV for $v$ and 1.5 eV for $D$, $D/v$ varies as $\exp(1.2\ \text{eV}/k_BT)$, where $k_B$ is Boltzmann's constant. A rise of 10 K shortens it by about 17 %.

The steady front concentration is 0.02 % of the silicon atomic density, $5.0\times10^{22}$ cm⁻³, so the solute is dilute. That does not exclude precipitation or a change of front speed, neither of which is computed here; nor is random nucleation ahead of the front. The decay length is 85 silicon bond lengths of 0.235 nm, which supports a continuum description. For a solute so slow that $D/v$ approaches one bond length, Fick's law cannot resolve the pile-up, and (4) should not be used.
